# Generation lifetime in a depleted region is not the recombination lifetime

Suppose the leakage of a reverse-biased diode has to be estimated, and the one lifetime at hand comes from the decay of excess carriers in the neutral material. It reads 109 µs. The depletion layer is 2.73 µm wide and the intrinsic density is $n_i=10^{10}$ cm$^{-3}$. The decision is whether this lifetime may be put into $J=qn_iW/\tau$. If it may, the leakage is

$$
J=\frac{(1.602\times10^{-19}\ \mathrm{C})(10^{10}\ \mathrm{cm^{-3}})(2.73\times10^{-4}\ \mathrm{cm})}{1.09\times10^{-4}\ \mathrm{s}}
\approx4.0\ \mathrm{nA/cm^2}.
$$

For the trap used below, 0.2 eV above the intrinsic level, the generation current of the layer is 0.42 pA/cm², smaller by a factor of about 9500. The same traps and the same capture coefficients produce both numbers.

## The belief and its appeal

The belief is that a material has one trap lifetime: excess carriers disappear at the rate $\Delta n/\tau$, and a region emptied of carriers refills at the rate $n_i/\tau$, perhaps with a factor of two.

There is a good reason to think so. Recombination and generation are one process run in two directions, and detailed balance ties emission to capture. For a trap at the intrinsic level with equal electron and hole capture coefficients, the two lifetimes do differ by a factor close to two, as the formulas below show. The error lies in carrying that case over to other trap energies. Detailed balance relates the rate coefficients, but the rates also depend on which carriers are present, and a depleted layer lacks the carriers that make recombination fast.

## One rate for both directions

Take one kind of trap, of density $N_t$, with a fraction $f$ of the traps holding an electron. Let $c_n,c_p$ be the capture coefficients and $e_n,e_p$ the emission rates per trap. The net capture rates of electrons and holes are

$$
R_n=N_t[c_nn(1-f)-e_nf],\qquad
R_p=N_t[c_ppf-e_p(1-f)].
$$

In equilibrium each rate vanishes separately. For nondegenerate carriers, with $E_i$ the intrinsic level and $E_F$ the Fermi level,

$$
n_0=n_ie^{(E_F-E_i)/kT},\qquad p_0=n_ie^{-(E_F-E_i)/kT},\qquad
\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}.
$$

Any degeneracy factor of the trap is absorbed into $E_t$. Write $E=E_t-E_i$ and $x=E/kT$. Setting $R_n=0$ and $R_p=0$ gives

$$
e_n=c_nn_0\frac{1-f_0}{f_0}=c_nn_1,\quad n_1=n_ie^{x};\qquad
e_p=c_pp_0\frac{f_0}{1-f_0}=c_pp_1,\quad p_1=n_ie^{-x}.
$$

The Fermi level has cancelled, so these rates can be used out of equilibrium, provided that the electric field does not itself alter emission.

In a steady state the trap charge is constant, so $R_n=R_p$. Collecting the terms in $f$ gives

$$
f=\frac{c_nn+c_pp_1}{D},\qquad 1-f=\frac{c_nn_1+c_pp}{D},\qquad
D=c_n(n+n_1)+c_p(p+p_1).
$$

Insert these in $R_n$, which is now the net recombination rate $U$:

$$
U=\frac{N_tc_n}{D}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right]
=\frac{N_tc_nc_p(np-n_i^2)}{D}.
$$

The terms in $c_nnn_1$ cancel, and $n_1p_1=n_i^2$. Define $\tau_{n0}=1/(c_nN_t)$ and $\tau_{p0}=1/(c_pN_t)$, and divide numerator and denominator by $N_tc_nc_p$:

$$
U=\frac{np-n_i^2}{\tau_{p0}(n+n_1)+\tau_{n0}(p+p_1)}.
$$

This is the Shockley–Read–Hall rate. Both lifetimes are limits of it.

## The depleted limit

Let $n$ and $p$ become negligible. The rate turns negative, which means generation, $G=-U$:

$$
G=\frac{n_i^2}{\tau_{p0}n_1+\tau_{n0}p_1}=\frac{n_i}{\tau_g},\qquad
\tau_g=\tau_{p0}e^{x}+\tau_{n0}e^{-x}.
$$

The limit requires $np\ll n_i^2$ and $\tau_{p0}n+\tau_{n0}p\ll n_i\tau_g$.

The exponentials have a simple origin. With no free carriers to capture, a trap can only emit an electron and a hole in turn. One cycle lasts $1/e_n+1/e_p$ on average, so

$$
G=\frac{N_t}{1/e_n+1/e_p},
$$

which is the same result, since $1/(N_te_n)=\tau_{n0}/n_1=\tau_{n0}p_1/n_i^2$ and $1/(N_te_p)=\tau_{p0}n_1/n_i^2$. A level above $E_i$ emits electrons readily but holes slowly, and the slow step sets the pace.

For numbers, take $T=300$ K, $N_t=10^{12}$ cm$^{-3}$, $c_n=10^{-8}$ and $c_p=2.5\times10^{-9}$ cm³/s. Then $\tau_{n0}=100$ µs and $\tau_{p0}=400$ µs. At $E=0$ the emission times are 10 ms for an electron and 40 ms for a hole, so $G=10^{12}/0.050=2.0\times10^{13}$ cm$^{-3}$s$^{-1}$ and $\tau_g=500$ µs. At $E=+0.2$ eV the electron leaves in 4.4 µs, but the hole takes 92 s. Now $G=1.1\times10^{10}$ cm$^{-3}$s$^{-1}$ and $\tau_g=9.2\times10^5$ µs (0.92 s).

These are steady rates. Just after depletion, $df/dt=e_p-(e_n+e_p)f$, so the occupancy settles in a time $1/(e_n+e_p)$. At $E=0$ this is $1/(100+25)$ s, or 8 ms, and a faster transient does not measure $\tau_g$ directly.

## Where the growth is exponential

Growth with distance from midgap needs a more careful statement. Put $x_*=\tfrac12\ln(\tau_{n0}/\tau_{p0})$. Then $\tau_{p0}=\sqrt{\tau_{n0}\tau_{p0}}\,e^{-x_*}$ and $\tau_{n0}=\sqrt{\tau_{n0}\tau_{p0}}\,e^{x_*}$, so

$$
\tau_g=2\sqrt{\tau_{n0}\tau_{p0}}\cosh(x-x_*),\qquad
kT\,\frac{d\ln\tau_g}{dE}=\tanh(x-x_*).
$$

The growth becomes exponential a few $kT$ away from the minimum. With $kT=25.85$ meV the minimum is $2\sqrt{100\times400}=400$ µs, at $E=-17.9$ meV. A trap moved down from $E_i$ therefore generates faster at first, by up to 25%.

Nor is $E_i$ quite at midgap. Equating $N_ce^{-(E_c-E_i)/kT}$ and $N_ve^{-(E_i-E_v)/kT}$ gives

$$
E_i=\frac{E_c+E_v}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}.
$$

For $N_c=3\times10^{19}$ and $N_v=2\times10^{19}$ cm$^{-3}$ the shift is $-5.2$ meV. Both shifts are below $kT$ here, but a large ratio of capture coefficients would make the first one matter.

From $E=0$ to $+0.2$ eV, $\tau_g$ grows by a factor of 1832. The bare exponential $e^{0.2/0.02585}$ is about 2290. The difference arises because at $E=0$ the growing term supplies 400 of the 500 µs, and $0.8\times2290\approx1832$.

## The low-injection limit

Now take neutral p-type material with $p_0=10^{15}$ cm$^{-3}$ and add equal excess densities $\Delta$ of electrons and holes. The trap charge must change by much less than $\Delta$. The driving term is

$$
np-n_i^2=(n_0+\Delta)(p_0+\Delta)-n_0p_0=(n_0+p_0)\Delta+\Delta^2.
$$

Drop $\Delta^2$, which needs $\Delta\ll p_0$. Drop $\Delta$ in the denominator too, for which $(\tau_{n0}+\tau_{p0})\Delta\ll\tau_{n0}p_0$ is sufficient. Here that means $5\Delta\ll p_0$, the stricter condition. With $\tau_{p0}n_1+\tau_{n0}p_1=n_i\tau_g$,

$$
\tau_r=\frac{\Delta}{U}=\frac{\tau_{n0}p_0+\tau_{p0}n_0+n_i\tau_g}{p_0+n_0}
\approx\tau_{n0}+\frac{n_i}{p_0}\tau_g .
$$

The last form uses $n_0\ll p_0$; here $n_0/p_0=10^{-10}$. The generation lifetime does appear in the recombination lifetime, but with weight $n_i/p_0=10^{-5}$. At $E=+0.2$ eV,

$$
\tau_r=100+10^{-5}\times9.16\times10^5\approx109\ \text{µs}.
$$

While $\tau_g$ grew 1832 times, $\tau_r$ grew by 9%. The ratio $\tau_g/\tau_r$ went from 5 to about 8400.

The steady-occupancy assumption can be checked by letting the trap charge vary freely. Linearize $dn/dt=-R_n$ and $d(N_tf)/dt=R_n-R_p$, with neutrality fixing $p$, and take the slowest decay. For seven trap energies from $-0.3$ to $+0.3$ eV it agrees with the formula for $\tau_r$ to within 0.07% of the formula's value.

The small rise of $\tau_r$ can be read from the microscopic rates. Since $\tau_{p0}n_1/p_0=\tau_{n0}e_n/(c_pp_0)$, the upper-level correction compares re-emission of a captured electron with capture of a hole. At $+0.2$ eV, $e_n=2.29\times10^5$ s$^{-1}$ and $c_pp_0=2.5\times10^6$ s$^{-1}$, a ratio of 0.092. The trap need not emit a hole, the step that took 92 s in the depleted layer. It captures a hole instead, in 0.4 µs, because the majority holes are there.

## When the recombination lifetime also grows

The flatness of $\tau_r$ has limits. It requires $n_i\tau_g\ll p_0\tau_{n0}$. For a level well above $E_i$, $\tau_r$ doubles when $\tau_{p0}n_1=\tau_{n0}p_0$; for one well below, when $p_1=p_0$:

$$
E_{\rm up}=kT\ln\frac{p_0\tau_{n0}}{n_i\tau_{p0}}=0.262\ \text{eV},\qquad
E_{\rm down}=-kT\ln\frac{p_0}{n_i}=-0.298\ \text{eV}.
$$

The lower energy is the equilibrium Fermi level. A trap below it is mostly filled and cannot take another electron. Beyond either energy, $\tau_r$ approaches $(n_i/p_0)\tau_g$ and grows with the same exponential slope. At $+0.3$ eV it has already reached 539 µs. Lighter doping brings both energies closer to $E_i$.

High injection is a further limit. If $\Delta$ exceeds all of $n_0,p_0,n_1,p_1$ by a wide margin, and trap charge is still negligible,

$$
U\to\frac{\Delta^2}{(\tau_{n0}+\tau_{p0})\Delta},\qquad
\tau_{\rm high}=\tau_{n0}+\tau_{p0}=500\ \text{µs}.
$$

This equals $\tau_g$ at $E=0$. The agreement is algebraic, since both exponentials are then one, and it does not survive a move of the trap: at $+0.2$ eV the high-injection limit is still 500 µs, while $\tau_g$ is $9.2\times10^5$ µs. This is the limit of the trap rate alone. In silicon, Auger and radiative recombination take over before it is reached: for the $+0.2$ eV trap, with an assumed radiative coefficient of $5\times10^{-15}$ cm³/s and an ambipolar Auger coefficient of $10^{-30}$ cm⁶/s, the lifetime peaks near 430 µs at $\Delta\approx8\times10^{15}$ cm$^{-3}$ and falls to about 80 µs at $10^{17}$ cm$^{-3}$.

## From lifetime to leakage current

The layer in the opening estimate belongs to an abrupt n⁺p junction with $N_A=10^{15}$ and $N_D=10^{18}$ cm$^{-3}$, relative permittivity 11.7 and 5 V reverse bias. The built-in voltage is 0.774 V, so the total is $V_{\rm tot}=5.774$ V. Nearly all of the layer lies on the p side, with

$$
W=\sqrt{\frac{2\varepsilon V_{\rm tot}}{qN_A}}=2.73\ \text{µm},\qquad
\phi(z)=V_{\rm tot}\frac{z^2}{W^2},
$$

where $z$ starts at the p-side edge and $\phi$ is the band bending in volts. With flat quasi-Fermi levels, $p=N_Ae^{-q\phi/kT}$ and $n=N_De^{-q(V_{\rm tot}-\phi)/kT}$. Where $np\ll n_i^2$,

$$
G=\frac{n_i}{\tau_g}\left[1+\frac{\tau_{p0}n+\tau_{n0}p}{n_i\tau_g}\right]^{-1}.
$$

Generation is thus suppressed near both edges, where carriers spill in. Take the active region to end where $\tau_{n0}p=n_i\tau_g$ on one side and $\tau_{p0}n=n_i\tau_g$ on the other. At $E=0$ this gives

$$
\phi_p=\frac{kT}{q}\ln\frac{N_A\tau_{n0}}{n_i\tau_g}=0.256\ \text{V},\qquad
V_{\rm tot}-\phi_n=\frac{kT}{q}\ln\frac{N_D\tau_{p0}}{n_i\tau_g}=0.470\ \text{V}.
$$

Since $z=W\sqrt{\phi/V_{\rm tot}}$, the limits lie at 0.575 and 2.618 µm, which leaves 2.04 µm. Integrating the full rate through this parabolic potential gives an active width of 2.05 µm; including the charge of the mobile carriers in the potential would raise it by about 1%. The generation current is then

$$
J_{\rm gen}=\frac{qn_iW_g}{\tau_g}
=\frac{(1.602\times10^{-9})(2.046\times10^{-4})}{5.00\times10^{-4}}\ \mathrm{A/cm^2}
=656\ \mathrm{pA/cm^2}.
$$

At $+0.2$ eV a larger $n_i\tau_g$ moves both limits outward, and the active width in the same parabolic potential is 2.40 µm. Mobile charge would raise this width by roughly 2–4%, depending on where the p-side edge is drawn. Without that correction, the current falls by $1832\times2.046/2.403\approx1560$, to 0.42 pA/cm².

Flat quasi-Fermi levels ignore the carriers in transit. At $E=0$ and a drift velocity of $10^7$ cm/s their density is $J_{\rm gen}/(qv)=4\times10^{-8}n_i$. Even a velocity a thousand times lower would leave it negligible.

## Generation that does obey the recombination lifetime

The direction of the process does not by itself select the lifetime. In the neutral base next to the layer, electrons are missing but holes are not. With $p=p_0$ and $n<n_0$, the numerator of $U$ is $p_0(n-n_0)$. The denominator is $p_0\tau_r$ up to terms of relative order $n_0/p_0$. Hence $U=(n-n_0)/\tau_r$: this is generation, and it is governed by $\tau_r$.

For a thick base, with $y$ measured from the layer edge into the base, solve $D_nn''=(n-n_0)/\tau_r$ with $n(0)\approx0$ and $n\to n_0$ far away:

$$
n=n_0(1-e^{-y/L}),\quad L=\sqrt{D_n\tau_r},\qquad
J_{\rm diff}=qD_nn'(0)=\frac{qn_i^2}{N_A}\sqrt{\frac{D_n}{\tau_r}}.
$$

With $D_n=34.9$ cm²/s this is 9.5 pA/cm² at $E=0$ and 9.1 pA/cm² at $+0.2$ eV. In the first case the depletion layer dominates the leakage; in the second the base does. At $+0.2$ eV the sum is 9.48 pA/cm². If all of it were ascribed to the layer, with the active width kept at 2.40 µm, the inferred $\tau_g$ would be too short by a factor of $9.48/0.420\approx23$. A leakage measurement yields $\tau_g$ only after the currents from outside the layer, here that of the base, have been shown to be small or have been subtracted.

## A second trap that recombination hardly sees

Add to the $+0.2$ eV traps one per cent as many traps at $E=0$, with the same capture coefficients. Independent traps contribute additive rates, so inverse lifetimes add in each limit. Both lifetimes of a given trap scale as $1/N_t$, so the added traps alone have $\tau_g=5\times10^4$ µs and $\tau_r\approx10^4$ µs. Together,

$$
\tau_g=\left(\frac1{9.16\times10^5}+\frac1{5\times10^4}\right)^{-1}\approx4.7\times10^4\ \text{µs},\qquad
\tau_r=\left(\frac1{109.2}+\frac1{10^4}\right)^{-1}\approx108\ \text{µs}.
$$

The generation rate in the fully depleted part rises 19-fold, while the recombination lifetime falls by about 1%. The current of the layer rises about 17-fold, from 0.42 to $0.42+6.56$ pA/cm², because the added traps have the narrower active width. In this model, a measured $\tau_r$ does not by itself determine $\tau_g$: traps that barely change the first can control the second.

## Beside a real silicon diode

The parameters are round values in the rough regime of a moderately doped silicon diode, not a fit to one. The comparison holds $c_n$, $c_p$ and $N_t$ fixed while the level moves, whereas real defects differ in all of them. The model also leaves out field-enhanced emission. In the depletion approximation the peak field is 0.042 MV/cm, about 0.14 of a rough breakdown field of 0.3 MV/cm. Electrons spilling over from the n⁺ side raise the field at the junction itself to about 0.06 MV/cm, but only where they are dense enough to suppress generation, so the depletion value is used as the peak field here. A one-dimensional Poole–Frenkel estimate for a singly charged centre, an upper one for that charge state, multiplies emission by 5.8 at the peak field and by 3.5 averaged over the layer; for a doubly charged centre the peak factor would be about 12. It applies to a carrier leaving an oppositely charged centre, and it speeds generation appreciably only if that emission takes up a substantial part of the emission cycle. Phonon-assisted tunnelling, for an assumed mass of $0.25m_e$, gives a factor of 1.6 at the peak. Even the crude product of the two peak factors, about 9 for a singly charged centre, would leave $\tau_g$ near $10^5$ µs at $+0.2$ eV, some 900 times $\tau_r$.

Surfaces can matter more. A depleted surface of the same area as the junction, with an assumed generation velocity of 1 cm/s, adds $qn_i\times1$ cm/s, or 1.6 nA/cm², which would hide the 0.42 pA/cm² of the bulk traps. The diffusion result also assumes a base much thicker than $L\approx590$ µm. In a base of comparable or smaller thickness, the back contact can change $J_{\rm diff}$. The n⁺ side has a diffusion current of its own, which was left out above. If that side has a thickness $d=1$ µm and ends at an ohmic contact, holes with an assumed diffusion coefficient $D_p=4$ cm²/s add $qn_i^2D_p/(N_Dd)\approx0.64$ pA/cm², more than the layer itself generates at $+0.2$ eV. This neglects band-gap narrowing in the heavily doped side; a narrowing of 30–40 meV, for example, would raise the value three- to fivefold.

For the opening decision, the 109 µs belongs in the calculation of the neutral base. The depletion layer needs $\tau_g$ and the active width $W_g$. In this model $\tau_g$ follows from the energy, density and both capture coefficients of every kind of trap that contributes appreciably to generation. A leakage measurement can instead give an effective $\tau_g$, including any field enhancement, once the surface current and the diffusion currents of both neutral sides have been separated out and the active width has been estimated. Using the full $W$ in place of $W_g$ would make the inferred $\tau_g$ too long by about 34% at $E=0$ and 14% at $+0.2$ eV. The numerical output below lists both lifetimes and both currents for traps on either side of $E_i$.

## Numbers as computed

```
Temperature 300 K; kT 25.85 meV
ni 1.0e+10 cm^-3; NA 1.0e+15 cm^-3; ND 1.0e+18 cm^-3
Nt 1.0e+12 cm^-3; cn 1.0e-08, cp 2.5e-09 cm^3/s
tau_n0 100.0 us; tau_p0 400.0 us
Gap 1.12 eV; Nc 3.0e+19, Nv 2.0e+19 cm^-3
Ei minus midgap -5.24 meV
Relative permittivity 11.7; reverse bias 5.0 V
Electron mobility 1350 cm^2/Vs; Dn 34.90 cm^2/s
Built-in voltage 0.774 V; depletion width 2.732 um
Columns: E-Ei [eV], tau_g [us], tau_r from decay [us]
  -0.3  1.096e+07  209.59
  -0.2  2.29e+05  102.29
  -0.1  4794  100.05
  +0.0  500  100.01
  +0.1  1.914e+04  100.19
  +0.2  9.16e+05  109.19
  +0.3  4.384e+07  538.69
Columns: E-Ei [eV], active width [um], Jgen, Jdiff [pA/cm^2]
  -0.3  2.589  0.03786  6.538
  -0.2  2.315  1.619  9.359
  -0.1  2.132  71.24  9.463
  +0.0  2.046  655.6  9.465
  +0.1  2.190  18.33  9.456
  +0.2  2.403  0.4203  9.059
  +0.3  2.659  0.009717  4.079
tau_g growth, 0 to +0.2 eV: factor 1832.1
tau_r growth, 0 to +0.2 eV: factor 1.0919
Largest tau_r formula error 0.061 %
tau_g minimum 400.00 us at -17.92 meV
Slope kT*dln(tau_g)/dE at +0.2 eV: 1.000000
tau_r doubles at -0.2976 and +0.2617 eV
Emission times at 0.0 eV: e 10, h 40 ms
Emission times at 0.2 eV: e 0.004367, h 9.16e+04 ms
Midgap-model diffusion length 590.8 um
Peak field 0.0423 MV/cm
Rough breakdown field 0.30 MV/cm
Peak/breakdown field ratio 0.141
Poole-Frenkel lowering at peak 45.6 meV
Poole-Frenkel emission gain: peak 5.84, mean 3.51
Tunnelling mass 0.25 m_e; peak gain 1.56
Free carriers/ni at E=0, v=1e+07 cm/s: 4.09e-08
Trap/doping ratio 1.0e-03; ND/Nc 0.033
Radiative lifetime 2e+05 us (B=5e-15 cm^3/s)
Auger lifetime 1e+06 us (C=1e-30 cm^6/s)
Surface velocity equal to bulk Jgen, E=0: 0.409 cm/s
ni factor for a 10 K rise: 2.113
```
